# Truncated force constants and the acoustic sum rule on a chain: a program that tests the result

```python
"""
Result under test: a chain with force constants Phi_n (Phi_n = -K_n for n >= 1)
that is cut at range R with its diagonal Phi_0 kept has, at q = 0,
    M omega^2 = kappa_R = 2 * sum_{n>R} K_n   instead of zero.
kappa_R > 0 is a false gap, kappa_R < 0 an imaginary frequency. Subtracting
kappa_R from the diagonal restores omega(0) = 0.
Model: K_n = K1 * s**(n-1); M mass, a spacing, theta = q*a.
Force constants come from finite differences of the energy of a periodic ring.
Stiffness means M*omega^2, in eV/angstrom^2.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import circulant
from scipy.optimize import brentq

K1, s, a, mass_u = 5.0, -0.2, 2.5, 20.0
N = 40
distance = np.minimum(np.arange(N), N - np.arange(N))
mass = mass_u * const.atomic_mass
# converts a stiffness in eV/angstrom^2 to omega^2 in 1/fs^2
to_rate2 = const.e * 1e20 / mass * 1e-30
hbar_eV_fs = const.hbar / const.e * 1e15


def springs(ratio, reach=N // 2 - 1):
    return [K1 * ratio ** (n - 1) for n in range(1, reach + 1)]


def energy(u, K):
    return sum(0.5 * k * np.sum((np.roll(u, -n) - u) ** 2)
               for n, k in enumerate(K, start=1))


def force_constants(K, h=0.1):
    """Second derivatives of the energy with respect to u_0 and u_j."""
    row = np.zeros(N)
    unit = np.eye(N) * h
    row[0] = (energy(unit[0], K) + energy(-unit[0], K)
              - 2 * energy(np.zeros(N), K)) / h**2
    for j in range(1, N):
        plus, minus = unit[0] + unit[j], unit[0] - unit[j]
        row[j] = (energy(plus, K) - energy(minus, K)
                  - energy(-minus, K) + energy(-plus, K)) / (4 * h**2)
    return row


def truncate(row, R):
    return np.where(distance <= R, row, 0.0)


def correct(row):
    fixed = row.copy()
    fixed[0] -= row.sum()
    return fixed


def bloch(row, theta):
    return float(np.sum(row * np.cos(theta * distance)))


def quantum(stiffness):
    """hbar*|omega| in eV."""
    return hbar_eV_fs * np.sqrt(abs(stiffness) * to_rate2)


def exact_stiffness(theta, ratio):
    c = np.cos(theta)
    return (2 * K1 * (1 + ratio) * (1 - c)
            / ((1 - ratio) * (1 - 2 * ratio * c + ratio**2)))


def kappa_formula(R):
    return 2 * K1 * s**R / (1 - s)


full = force_constants(springs(s))
ring_theta = 2 * np.pi * np.arange(N) / N

# full chain: sum rule, diagonal, and dispersion against diagonalization
assert abs(full.sum()) < 1e-10
assert abs(full[0] - 2 * K1 / (1 - s)) < 1e-10
assert np.allclose(np.linalg.eigvalsh(circulant(full)),
                   np.sort(exact_stiffness(ring_theta, s)), atol=1e-9)

print(f"K1 = {K1:.1f} eV/A^2, s = {s:.1f}, a = {a:.1f} A, M = {mass_u:.1f} u")
print(f"ring size = {N} atoms")
print(f"diagonal Phi_0 of full chain = {full[0]:.4f} eV/A^2")
for n in range(1, 6):
    print(f"spring K_{n} = {-full[n]:.4f} eV/A^2")

small = 1e-3
slope_full = hbar_eV_fs * a * np.sqrt(K1 * to_rate2 * (1 + s) / (1 - s) ** 3)
assert abs(quantum(bloch(full, small)) * a / small / slope_full - 1) < 1e-4
print(f"full chain: slope d(hbar omega)/dq at q=0 = {slope_full:.5f} eV A")

for R in range(1, 5):
    cut = truncate(full, R)
    fixed = correct(cut)
    kappa = cut.sum()
    # false tether: uniform shift is an eigenvector with the tail as eigenvalue
    assert np.allclose(circulant(cut) @ np.ones(N), kappa_formula(R), atol=1e-9)
    # truncated dispersion against diagonalization
    predicted = kappa_formula(R) + sum(
        2 * K1 * s ** (n - 1) * (1 - np.cos(n * ring_theta))
        for n in range(1, R + 1))
    assert np.allclose(np.linalg.eigvalsh(circulant(cut)),
                       np.sort(predicted), atol=1e-9)
    # corrected constants are those of an energy with only the short springs
    assert np.allclose(fixed, force_constants(springs(s, R)), atol=1e-9)
    # corrected chain is stable here and has the predicted acoustic slope
    assert np.linalg.eigvalsh(circulant(fixed))[0] > -1e-10
    moment = sum(n**2 * K1 * s ** (n - 1) for n in range(1, R + 1))
    slope = hbar_eV_fs * a * np.sqrt(moment * to_rate2)
    assert abs(quantum(bloch(fixed, small)) * a / small / slope - 1) < 1e-4
    kind = "gap" if kappa > 0 else "imaginary"
    print(f"R={R}: kappa = {kappa:+.5f} eV/A^2, "
          f"|hbar omega(0)| = {quantum(kappa):.5f} eV ({kind})")
    print(f"R={R}: corrected slope = {slope:.5f} eV A, "
          f"ratio to full = {slope / slope_full:.3f}")

# main results again, computed wholly in atomic units
hartree_eV = const.value("Hartree energy in eV")
bohr_A = const.value("Bohr radius") * 1e10
for R in (1, 2):
    kappa_au = abs(kappa_formula(R)) / hartree_eV * bohr_A**2
    omega_au = np.sqrt(kappa_au / (mass / const.m_e))
    assert abs(omega_au * hartree_eV / quantum(kappa_formula(R)) - 1) < 1e-7
    print(f"R={R}: |omega(0)| before correction = {omega_au:.4e} hartree")

# zone boundary: the correction need not help there
edge = bloch(full, np.pi)
assert abs(edge - 4 * K1 / (1 - s**2)) < 1e-9
print(f"zone boundary, full chain: hbar omega = {quantum(edge):.5f} eV")
edge_error = {}
for R in (1, 2):
    raw = bloch(truncate(full, R), np.pi)
    cured = bloch(correct(truncate(full, R)), np.pi)
    edge_error[R] = (abs(raw - edge), abs(cured - edge))
    print(f"zone boundary, R={R}: uncorrected {quantum(raw):.5f} eV, "
          f"corrected {quantum(cured):.5f} eV")
assert edge_error[1][1] < edge_error[1][0]
assert edge_error[2][1] > edge_error[2][0]

# range of q with imaginary frequency for the uncorrected R = 1 chain
cut1 = truncate(full, 1)
theta0 = np.arccos(1 + kappa_formula(1) / (2 * K1))
assert abs(brentq(lambda t: bloch(cut1, t), 0.0, np.pi) - theta0) < 1e-9
print(f"R=1 uncorrected: imaginary for |q| < {theta0 / a:.4f} 1/A, "
      f"fraction of zone = {theta0 / np.pi:.4f}")


def mean_displacement_ratio(row, start, steps, dt):
    """Velocity Verlet from rest; final mean displacement over initial one."""
    matrix = circulant(row) * to_rate2
    u, v = start.copy(), np.zeros(N)
    acceleration = -matrix @ u
    for _ in range(steps):
        v += 0.5 * dt * acceleration
        u += dt * v
        acceleration = -matrix @ u
        v += 0.5 * dt * acceleration
    return u.mean() / start.mean()


dt, steps = 0.05, 2000
time = dt * steps
start = 0.01 + 0.005 * np.random.default_rng(1).standard_normal(N)
print(f"dynamics: time = {time:.1f} fs, start at rest, "
      f"mean displacement X0 = {start.mean():.5f} A")
for R in (1, 2):
    cut = truncate(full, R)
    rate = np.sqrt(abs(kappa_formula(R)) * to_rate2)
    law = np.cosh(rate * time) if kappa_formula(R) < 0 else np.cos(rate * time)
    ratio_raw = mean_displacement_ratio(cut, start, steps, dt)
    ratio_fixed = mean_displacement_ratio(correct(cut), start, steps, dt)
    assert abs(ratio_raw - law) < 1e-4
    assert abs(ratio_fixed - 1) < 1e-8
    print(f"R={R}: 1/|omega(0)| = {1 / rate:.2f} fs, X/X0 uncorrected = "
          f"{ratio_raw:.4f}, corrected = {ratio_fixed:.4f}")

# limit of the cure: stable full chain, corrected R = 2 chain unstable at q != 0
s_strong = -0.4
strong = force_constants(springs(s_strong))
assert np.linalg.eigvalsh(circulant(strong))[0] > -1e-9
strong_fixed = correct(truncate(strong, 2))
thetas = np.linspace(0, np.pi, 4001)
scan = np.array([bloch(strong_fixed, t) for t in thetas])
c = np.cos(thetas)
assert np.allclose(scan, 2 * K1 * (1 - c) * (1 + 2 * s_strong * (1 + c)),
                   atol=1e-9)
assert abs(scan[0]) < 1e-10 and scan[1] < 0 and scan.min() < -0.1
# the threshold s = -1/4 separates stable from unstable corrected R = 2 chains
for ratio, stable in ((-0.24, True), (-0.26, False)):
    trial = correct(truncate(force_constants(springs(ratio)), 2))
    assert (bloch(trial, 0.01) > 0) == stable
worst = int(np.argmin(scan))
print(f"s = {s_strong:.1f}, R=2 corrected: lowest M omega^2 = "
      f"{scan[worst]:.4f} eV/A^2 at q = {thetas[worst] / a:.4f} 1/A")
print(f"s = {s_strong:.1f}, R=2 corrected: |hbar omega| there = "
      f"{quantum(scan[worst]):.5f} eV (imaginary)")

print("every check passed")
```

Output:

```
K1 = 5.0 eV/A^2, s = -0.2, a = 2.5 A, M = 20.0 u
ring size = 40 atoms
diagonal Phi_0 of full chain = 8.3333 eV/A^2
spring K_1 = 5.0000 eV/A^2
spring K_2 = -1.0000 eV/A^2
spring K_3 = 0.2000 eV/A^2
spring K_4 = -0.0400 eV/A^2
spring K_5 = 0.0080 eV/A^2
full chain: slope d(hbar omega)/dq at q=0 = 0.05499 eV A
R=1: kappa = -1.66667 eV/A^2, |hbar omega(0)| = 0.01866 eV (imaginary)
R=1: corrected slope = 0.08082 eV A, ratio to full = 1.470
R=2: kappa = +0.33333 eV/A^2, |hbar omega(0)| = 0.00835 eV (gap)
R=2: corrected slope = 0.03614 eV A, ratio to full = 0.657
R=3: kappa = -0.06667 eV/A^2, |hbar omega(0)| = 0.00373 eV (imaginary)
R=3: corrected slope = 0.06048 eV A, ratio to full = 1.100
R=4: kappa = +0.01333 eV/A^2, |hbar omega(0)| = 0.00167 eV (gap)
R=4: corrected slope = 0.05312 eV A, ratio to full = 0.966
R=1: |omega(0)| before correction = 6.8589e-04 hartree
R=2: |omega(0)| before correction = 3.0674e-04 hartree
zone boundary, full chain: hbar omega = 0.06599 eV
zone boundary, R=1: uncorrected 0.06190 eV, corrected 0.06465 eV
zone boundary, R=2: uncorrected 0.06519 eV, corrected 0.06465 eV
R=1 uncorrected: imaginary for |q| < 0.2343 1/A, fraction of zone = 0.1864
dynamics: time = 100.0 fs, start at rest, mean displacement X0 = 0.01001 A
R=1: 1/|omega(0)| = 35.27 fs, X/X0 uncorrected = 8.5494, corrected = 1.0000
R=2: 1/|omega(0)| = 78.86 fs, X/X0 uncorrected = 0.2981, corrected = 1.0000
s = -0.4, R=2 corrected: lowest M omega^2 = -1.1250 eV/A^2 at q = 0.3581 1/A
s = -0.4, R=2 corrected: |hbar omega| there = 0.01533 eV (imaginary)
every check passed
```
